# Chiesa finite-size corrections to quantum Monte Carlo energies of the electron gas

A quantum Monte Carlo calculation of a bulk system uses $N$ electrons in a periodic cell, and its energy per electron differs from that of the infinite system. This problem finds the part of the difference that comes from long wavelengths, for the potential and the kinetic energy. Errors from the discrete filling of momentum space by the determinant are a separate contribution and are assumed to be removed otherwise.

**Setting.** Hartree atomic units are used. The electrons move on a uniform neutralising background in a cube of edge $L$ and volume $\Omega=L^3$, with density $n=N/\Omega$. The wave vectors $\mathbf k$ of the cell have components that are multiples of $2\pi/L$, and a prime on a sum means that $\mathbf k=0$ is left out. Define

$$\rho_{\mathbf k}=\sum_{j=1}^N e^{-i\mathbf k\cdot\mathbf r_j},\qquad S_N(k)=\frac{\langle|\rho_{\mathbf k}|^2\rangle}{N}\ (\mathbf k\neq0),\qquad v_k=\frac{4\pi}{k^2},\qquad \omega_p^2=4\pi n .$$

The wave function is $\Psi=D\,e^{J}$, where $D$ is a Slater determinant (or a product of one for each spin) and $J=-\sum_{i<j}u(\mathbf r_{ij})$ is a pair Jastrow factor. With $u(\mathbf r)=\Omega^{-1}\sum'_{\mathbf k}u_k e^{i\mathbf k\cdot\mathbf r}$ and $\sum_{i\ne j}e^{i\mathbf k\cdot\mathbf r_{ij}}=|\rho_{\mathbf k}|^2-N$, it reads

$$J=-\frac1{2\Omega}\sum_{\mathbf k}{}'\,u_k\left(|\rho_{\mathbf k}|^2-N\right).$$

A term with $\mathbf k=0$ would add a constant to $J$ and change nothing. "Per cell" refers to the whole simulation cell, not to a primitive cell of a crystal.

## (a) Potential energy

**Question.** Express the potential energy through $S_N$, and show that its size error comes from replacing an integral of $v_kS$ by a sum.

**Solution.** A unit point charge, its periodic images and their background produce a potential $\varphi$ with $-\nabla^2\varphi=4\pi\left(\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-1/\Omega\right)$. With zero average, its Fourier form is

$$\varphi(\mathbf r)=\frac1\Omega\sum_{\mathbf k}{}'\,v_ke^{i\mathbf k\cdot\mathbf r}.$$

Each electron also feels its own images and background. That potential is the Madelung constant $v_M=\lim_{r\to0}[\varphi(\mathbf r)-1/r]$, and it enters the energy with a factor $\tfrac12$. Hence $V_N=\sum_{i<j}\varphi(\mathbf r_{ij})+\tfrac12Nv_M$, or

$$\frac{V_N}{N}=\frac{v_M}{2}+\frac1{2\Omega}\sum_{\mathbf k}{}'\,v_k\,[S_N(k)-1].$$

In the infinite system the sum becomes an integral and $v_M\propto1/L$ vanishes:

$$\frac{V_\infty}{N}=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,v_k[S(k)-1].$$

Since $1/r$ has the transform $v_k$, and $\varphi-1/r$ is smooth at the origin, a Gaussian smearing gives

$$v_M=\lim_{\eta\to0}\left[\frac1\Omega\sum_{\mathbf k}{}'\,v_ke^{-\eta k^2}-\int\!\frac{d^3k}{(2\pi)^3}v_ke^{-\eta k^2}\right].$$

On subtraction, the two contributions of "$-1$" cancel against $v_M$. What remains, with the same smooth cutoff understood in both terms, is

$$\frac{V_\infty-V_N}{N}=\frac12\left[\int\!\frac{d^3k}{(2\pi)^3}v_kS(k)-\frac1\Omega\sum_{\mathbf k}{}'\,v_kS_N(k)\right].\tag{1}$$

The Madelung term has thus already removed the slow $1/L$ error of the self-interaction. The reciprocal-space expression gives $v_ML=-2.8373$. A real-space summation over neutral cubes (a point charge with its cube of background) gives a potential whose cell average is $\frac{2\pi}{3\Omega}\langle r^2\rangle_{\rm cube}=\frac{2\pi}{3\Omega}\frac{L^2}{4}=\frac{\pi}{6L}$; after this average is subtracted, to match the zero-average convention of $\varphi$, it gives the same value.

## (b) Kinetic energy of the Jastrow factor

**Question.** Find the part of the kinetic energy that contains $u_k$ explicitly. Allow $D$ to be complex, as it is with twisted boundary conditions.

**Solution.** Let $\nabla$ act on all $3N$ coordinates, and write $\Psi=Re^{i\theta}$ with $R=|D|e^J$. Because $J$ is real, $\theta$ is the phase of $D$. For normalised $\Psi$,

$$T=\frac12\int|\nabla\Psi|^2=\frac12\int R^2|\nabla\ln R|^2+\frac12\int R^2|\nabla\theta|^2 .$$

To transform the first term, use

$$\nabla\cdot(R^2\nabla\ln R)=2R^2|\nabla\ln R|^2+R^2\nabla^2\ln R .$$

The integral of the left side is zero. Opposite faces of the cell cancel because $R$ is periodic, even with a twist. Surfaces drawn around the nodes contribute nothing in the limit, because there $R^2\nabla\ln R=R\nabla R\to0$. Therefore

$$T=-\tfrac14\langle\nabla^2J\rangle-\tfrac14\langle\nabla^2\ln|D|\rangle+\tfrac12\langle|\nabla\theta|^2\rangle ,$$

with the Laplacians taken away from the nodes. For two fermions on a ring of length 1 bohr with $\Psi=\sin(2\pi x)\,e^{-0.4\cos(2\pi x)}$, $x=x_1-x_2$ in bohr, which has nodes, the direct kinetic energy and the one found by parts agree at 44.0943 hartree.

The first term is the one wanted. From $\nabla_i\rho_{\mathbf k}=-i\mathbf k\,e^{-i\mathbf k\cdot\mathbf r_i}$,

$$\nabla_i^2|\rho_{\mathbf k}|^2=-k^2\left(e^{-i\mathbf k\cdot\mathbf r_i}\rho_{-\mathbf k}+e^{i\mathbf k\cdot\mathbf r_i}\rho_{\mathbf k}\right)+2k^2 .$$

The last term is $2\nabla_i\rho_{\mathbf k}\cdot\nabla_i\rho_{-\mathbf k}$. Summing over $i$ gives $\nabla^2|\rho_{\mathbf k}|^2=2k^2(N-|\rho_{\mathbf k}|^2)$. The prefactor $-\tfrac14\times(-1/2\Omega)=1/8\Omega$ then leads to

$$\frac{T_J}{N}=\frac1{4\Omega}\sum_{\mathbf k}{}'\,k^2u_k\,[1-S_N(k)].\tag{2}$$

A finite-difference Laplacian of $J$ at a random configuration confirms this operator identity.

The determinant terms have size errors of their own, from the discrete filling of momentum space. They are assumed to be treated separately, for instance by averaging over twists. What follows concerns (1) and (2).

## (c) Long wavelengths

**Question.** For a good ground-state wave function, find the leading behaviour of $S(k)$ and $u_k$ as $k\to0$.

**Solution.** Treat the long-wave $\rho_{\mathbf k}$ as independent Gaussian variables. Since $\rho_{-\mathbf k}=\rho_{\mathbf k}^*$, one member of each pair $\pm\mathbf k$ suffices. Let $S_0(k)$ be the structure factor of $D$ alone. Its distribution is then proportional to $\exp[-|\rho_{\mathbf k}|^2/(NS_0)]$ for each pair. The factor $e^{2J}$ multiplies this by $\exp[-2u_k|\rho_{\mathbf k}|^2/\Omega]$. Adding the exponents and multiplying by $N$,

$$\frac1{S(k)}=\frac1{S_0(k)}+2nu_k .\tag{3}$$

Next, the energy of a mode is needed as a function of $S$. For uniformly distributed, independent positions, $S=1$. To obtain another value, $|\Psi|^2$ must contain the factor $\exp[-(1/S-1)|\rho_{\mathbf k}|^2/N]$. This is the effect of a total pair function $u^{\rm tot}$, including the long-wave part of $\ln|D|$, with $2nu_k^{\rm tot}=1/S-1$. By the algebra of (b), its kinetic energy for each $\mathbf k$ is

$$\frac N{4\Omega}k^2u_k^{\rm tot}(1-S)=\frac{k^2}{8}\,\frac{(1-S)^2}{S}=\frac{k^2}{8S}-\frac{k^2}{4}+\frac{k^2S}{8}.$$

The last two terms vanish as $k\to0$. The potential energy for the same $\mathbf k$ is $N v_kS/(2\Omega)=\omega_p^2S/(2k^2)$, up to a constant independent of $S$. The leading mode energy is therefore

$$e(S)=\frac{k^2}{8S}+\frac{\omega_p^2S}{2k^2}.\tag{4}$$

The first term resists the suppression of density fluctuations, and the second penalises the fluctuations. Setting $e'(S)=-k^2/(8S^2)+\omega_p^2/(2k^2)=0$ gives $S^2=k^4/(4\omega_p^2)$, and $e''>0$ shows that this is a minimum:

$$S(k)\to\frac{k^2}{2\omega_p}.\tag{5}$$

For free fermions, $S_0$ is the fraction of the Fermi sphere that a shift by $\mathbf k$ moves outside it. For small $k$ the displaced volume is $k$ times the cross-section $\pi k_F^2$, so

$$S_0\simeq\frac{\pi k_F^2k}{4\pi k_F^3/3}=\frac{3k}{4k_F}.$$

In (3), $1/S_0$ grows as $1/k$, more slowly than $1/S\simeq2\omega_p/k^2$. The determinant drops out at leading order, and

$$u_k\to\frac{\omega_p}{nk^2}=\frac{4\pi}{\omega_pk^2}.\tag{6}$$

In real space this is the tail $u(r)\simeq1/(\omega_pr)$.

Relation (3) neglects coupling between modes. Its accuracy was tested by sampling a Slater–Jastrow function with $N=14$ at $r_s=1$ bohr. Its pair function was the form (6) smoothed at short range, $u_k=4\pi e^{-ak^2}/(\omega_pk^2)$ with $a=0.16$ bohr$^2$. At the smallest $k$, where $k^2=2.615$ bohr$^{-2}$, $S_0=0.7143$ and $2nu_k=1.3246\times0.6581\approx0.8716$, so (3) gives $1/(1.4000+0.8716)=0.440$. The sampled value is $0.460\pm0.003$, about 5% above the closure. The closure is thus useful but approximate at this wave vector; the leading limits (5) and (6) need it as $k\to0$.

## (d) The missing terms

**Question.** Determine the leading corrections $\Delta V=V_\infty-V_N$ and $\Delta T=T_{J,\infty}-T_{J,N}$ per cell.

**Solution.** Let $F(\mathbf k)$ be a summand and $f(\mathbf r)=\int d^3k\,(2\pi)^{-3}F(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$. The function $\sum_{\mathbf R}f(\mathbf r+\mathbf R)$, summed over lattice vectors of the cell, is periodic and has Fourier coefficients $F(\mathbf k)/\Omega$. At $\mathbf r=0$ this gives the Poisson formula $\Omega^{-1}\sum_{\mathbf k}F(\mathbf k)=\sum_{\mathbf R}f(\mathbf R)$. Its term $\mathbf R=0$ is the integral of $F$. Separating $\mathbf k=0$ as well,

$$\int\!\frac{d^3k}{(2\pi)^3}F(\mathbf k)-\frac1\Omega\sum_{\mathbf k}{}'F(\mathbf k)=\frac{F(0)}\Omega-\sum_{\mathbf R\ne0}f(\mathbf R).\tag{7}$$

Here $F(0)$ means the limit $k\to0$. If $F$ is smooth, $f$ falls off faster than any power of distance, and the absent $\mathbf k=0$ term dominates.

To apply (7), assume that $S_N$ and $u_k$ at the allowed $\mathbf k$ equal their infinite-system values closely enough. Their deviations must change the sums in (1) and (2) by less than order $1/N$. The limits (5) and (6) then give

$$F_V(0)=\lim_{k\to0}\frac12\,\frac{4\pi}{k^2}\,\frac{k^2}{2\omega_p}=\frac\pi{\omega_p},$$

$$F_T(0)=\lim_{k\to0}\frac14\,k^2\,\frac{4\pi}{\omega_pk^2}\,(1-S)=\frac\pi{\omega_p}.$$

These are equal. Since $\Omega=N/n=4\pi N/\omega_p^2$, each energy per electron lacks

$$\frac{\pi}{\Omega\omega_p}=\frac{\pi}{\omega_p}\,\frac{\omega_p^2}{4\pi N}=\frac{\omega_p}{4N}.$$

Multiplication by $N$ gives the corrections per cell,

$$\boxed{\Delta V=\frac{\omega_p}{4},\qquad\Delta T=\frac{\omega_p}{4}.}\tag{8}$$

Both are added to the finite-cell result, which is too low. Their sum is $\omega_p/2$ per cell and does not grow with the cell, so the error per electron falls as $1/N$.

The assumption about $S_N$ was tested by sampling, without inserting a structure factor. The wave function had $D=1$ (so the test does not probe shell effects of a determinant), with cells of 12 and 36 particles at $r_s=1$ bohr. Its $u_k$ obeyed (6) at small $k$; $u_k$ and the interaction were smoothed at short range, which leaves their $k\to0$ limits unchanged. If an energy per particle behaves as $t_N=t_\infty-c/N$, the missing energy per cell is

$$c=\frac{t_{36}-t_{12}}{1/12-1/36}.$$

The samples gave $c=0.411\pm0.011$ hartree for the kinetic and $0.438\pm0.008$ hartree for the potential energy, against $\omega_p/4=0.433$ hartree. The kinetic value lies two standard errors low, and these data do not decide whether that is noise or a higher-order term.

The result depends on the long-range form of the wave function. Before (5) and (6) are inserted, the same argument reads

$$\Delta V=2\pi n\lim_{k\to0}\frac{S(k)}{k^2},\qquad\Delta T=\frac n4\lim_{k\to0}k^2u_k ,$$

provided that the limits exist. If $u$ has a fixed finite range, $k^2u_k\to0$ and the kinetic term disappears. Equation (3) then gives $S\simeq S_0\propto k$, and $v_kS\propto1/k$ has no finite limit. Substituting $\mathbf k=2\pi\mathbf m/L$ shows that the potential error per electron is then of order $L^{-2}$, or $N^{-2/3}$, instead of $N^{-1}$. The value $\omega_p/4$ belongs to the uniform gas. When the electrons are bound, both limits change. For electrons held harmonically to lattice sites with frequency $\omega_0$, the long longitudinal mode has frequency $\omega_L=\sqrt{\omega_0^2+\omega_p^2}$ and $S/k^2\to1/(2\omega_L)$, so the electron–electron part lacks $\omega_p^2/(4\omega_L)$ and the kinetic energy lacks $(\omega_L-\omega_0)/4$. These are unequal and both below $\omega_p/4$. The binding energy then has a size term of the same order and opposite sign, $\omega_0^2/(4\omega_L)-\omega_0/4$, which the formulas above do not cover.

## (e) Why the two corrections are equal

**Question.** Interpret (8) through the energy of a single collective mode.

**Solution.** Consider an oscillator of unit mass and frequency $\omega_p$ in a Gaussian state. Its potential energy is $\tfrac12\omega_p^2\langle q^2\rangle$. A real Gaussian has $\langle p^2\rangle=1/(4\langle q^2\rangle)$, so its kinetic energy is $1/(8\langle q^2\rangle)$. With $\langle q^2\rangle=S/k^2$ these are the two terms of (4). A long-wave density fluctuation is therefore a plasmon oscillator, and (5) is its ground-state width, $\langle q^2\rangle=1/(2\omega_p)$. Inserting (5) in (4),

$$\frac{k^2}{8S}=\frac{\omega_p}{4},\qquad\frac{\omega_p^2S}{2k^2}=\frac{\omega_p}{4}.$$

The zero-point energy $\omega_p/2$ is shared equally, and it stays finite as $k\to0$. In the periodic cell, however, $\mathbf k=0$ corresponds to a uniform displacement of all electrons. This leaves every separation $\mathbf r_{ij}$ unchanged and meets no restoring force. The finite cell thus lacks the zero-point energy of one plasmon mode, which the integral over $\mathbf k$ includes.

## (f) The next kinetic term

**Question.** Adopt the random-phase (RPA) model

$$\frac1{S^2}=\frac1{S_0^2}+\frac{4\omega_p^2}{k^4},\qquad 2nu_k=\frac1S-\frac1{S_0},$$

which joins (5) to the free-fermion $S_0$. How does the Jastrow kinetic correction approach $\omega_p/4$ as $N$ grows?

**Solution.** At small $k$ the first relation expands as

$$\frac1S=\frac{2\omega_p}{k^2}\sqrt{1+\frac{k^4}{4\omega_p^2S_0^2}}=\frac{2\omega_p}{k^2}+\frac{k^2}{4\omega_pS_0^2}+\dots$$

Because $S_0\propto k$, the second term tends to a constant. With $1/S_0\simeq4k_F/(3k)$,

$$k^2u_k=\frac{k^2}{2n}\left(\frac1S-\frac1{S_0}\right)=\frac{\omega_p}{n}-\frac{2k_F}{3n}\,k+O(k^2).$$

The factor $1-S$ changes this at order $k^2$, so

$$F_T(k)=\frac\pi{\omega_p}-\frac{k_F}{6n}\,k+O(k^2).$$

The linear term is not smooth at $\mathbf k=0$, since $|\mathbf k|$ has a cusp there. Its transform, with a convergence factor $e^{-\eta k}$, is

$$\frac1{2\pi^2R}\int_0^\infty\!k^2\sin(kR)\,e^{-\eta k}dk=\frac1{2\pi^2R}\,{\rm Im}\frac{2}{(\eta-iR)^3}\;\to\;-\frac1{\pi^2R^4}.$$

It contributes $f_T(\mathbf R)\simeq k_F/(6\pi^2nR^4)$. Put $\mathbf R=L\mathbf m$ with integer vectors $\mathbf m$, and let $Z_4=\sum_{\mathbf m\neq0}|\mathbf m|^{-4}$. Multiplying (7) by $N$ and using $N/(nL^4)=1/L=(n/N)^{1/3}$,

$$\Delta T\simeq\frac{\omega_p}4-\frac{C}{N^{1/3}},\qquad C=\frac{k_Fn^{1/3}Z_4}{6\pi^2}.\tag{9}$$

The kinetic correction thus converges slowly. Equation (9) covers the contribution of the point $\mathbf k=0$ to the Jastrow part in this model, not the size errors of the determinant terms. In the potential energy, $1/S_0$ enters squared. The full free-fermion form $S_0=3k/(4k_F)-k^3/(16k_F^3)$, valid for $k<2k_F$, is odd in $k$, so $v_kS$ is even and has no such cusp at the origin. There is a second non-smooth point, however. At $k=2k_F$ the second derivative of $S_0$ jumps from $-3/(4k_F^2)$ to zero, and three integrations by parts in the transform give a term proportional to $\cos(2k_FR)/R^4$. It adds to both $\Delta T$ and $\Delta V$ a contribution that is also of order $N^{-1/3}$ but oscillates with cell size. At $r_s=2$ bohr its coefficient ranges over roughly $\pm0.005$ hartree for $\Delta T$, small beside $C$, and $\pm0.01$ hartree for $\Delta V$.

## (g) Numbers for $r_s=2$ bohr

**Question.** Evaluate the corrections for 54 electrons, and compare them with lattice sums and integrals in the RPA model.

**Solution.** The density is $n=3/(4\pi r_s^3)=0.029842$ bohr$^{-3}$, so

$$\omega_p=\sqrt{4\pi n}=\sqrt{3/r_s^3}=\sqrt{0.375}=0.6124\ \text{hartree}.$$

Each correction is $0.6124/4=0.1531$ hartree per cell, or 4.166 eV. Together they make 0.3062 hartree, or 8.332 eV. Per electron, each is $0.15309/54=0.002835$ hartree.

The differences between integrals and sums, in hartree per cell, are:

| $N$ | potential | Jastrow kinetic |
|---:|---:|---:|
| 54 | 0.1529 | 0.1299 |
| 432 | 0.1529 | 0.1420 |
| 3456 | 0.1532 | 0.1476 |
| 27648 | 0.1531 | 0.1503 |

They use the common cutoff $e^{-\eta k^2}$ with $\eta=0.5$ bohr$^2$. It leaves $F(0)$ and the term linear in $k$ unchanged, but it alters higher-order terms and damps the non-smooth point of $S_0$ at $k=2k_F$ by $e^{-4\eta k_F^2}\approx0.16$, so the entries depend on $\eta$: without this damping those for $N\le3456$ move by up to 0.001 hartree (for $N=54$, to 0.1525 and 0.1307). The potential column is close to $\omega_p/4$ already at 54 electrons. The kinetic column follows (9). With $k_F=0.9596$ bohr$^{-1}$, $n^{1/3}=0.3102$ bohr$^{-1}$ and $Z_4=16.532$,

$$C=\frac{0.9596\times0.3102\times16.532}{6\pi^2}=0.0831\ \text{hartree}.$$

The largest cell gives 0.0833 hartree. For $N=54$, $C/N^{1/3}=0.0220$ hartree, so (9) predicts $0.1531-0.0220=0.1311$ hartree, against 0.1299 from the sum. Using $\omega_p/4$ alone would overcorrect this part by about 0.023 hartree per cell, some 18% of the difference computed with this cutoff.

For the potential energy per electron, the model's infinite-system value is $-0.324068$ hartree. Subtracting the missing part for $N=54$ gives $-0.326900$ hartree. Adding $\omega_p/(4N)$ restores it to $-0.324065$ hartree, $3\times10^{-6}$ hartree from the model limit. This residual is the $N=54$ table entry's distance from $\omega_p/4$, divided by $N$. It belongs to the summand with the cutoff, which damps the non-smooth point at $2k_F$, and is not the residual of (1) as $\eta\to0$, where the raw and corrected values are $-0.326891$ and $-0.324056$ hartree and the residual is $1.2\times10^{-5}$ hartree; it does not measure the accuracy of the RPA structure factor for the real electron gas. The numerical output below lists the values used here.

## Calculated quantities

```
Madelung constant times L, real-space cubes: -2.8373
Madelung constant times L, reciprocal sum: -2.8373
-(1/4) Laplacian of J, finite differences: -0.084182 bohr^-2
-(1/4) Laplacian of J, rho_k formula: -0.084182 bohr^-2
Ring, kinetic energy direct: 44.094343 hartree
Ring, kinetic energy by parts: 44.094343 hartree
Example r_s: 2.0 bohr
Density n: 0.029842 bohr^-3
Fermi wave number: 0.95958 bohr^-1
Cell edge for N = 54: 12.1859 bohr
omega_p: 0.61237 hartree
omega_p/4 per cell: 0.15309 hartree = 4.1659 eV
omega_p/2 per cell, total: 0.30619 hartree = 8.3318 eV
omega_p/(4N) per electron, N = 54: 0.002835 hartree
Oscillator on grid, kinetic: 0.15309 hartree
Oscillator on grid, potential: 0.15309 hartree
Oscillator <q^2>: 0.81649; 1/(2 omega_p): 0.81650 hartree^-1
N = 54: missing per cell V 0.15293, Jastrow T 0.12990 hartree
N = 432: missing per cell V 0.15292, Jastrow T 0.14204 hartree
N = 3456: missing per cell V 0.15316, Jastrow T 0.14755 hartree
N = 27648: missing per cell V 0.15310, Jastrow T 0.15034 hartree
Lattice constant Z4: 16.5322
Next-order coefficient C, formula: 0.08309 hartree
Next-order coefficient C, from largest N: 0.08326 hartree
C N^(-1/3) at N = 54: 0.02198 hartree
RPA V per electron, infinite system: -0.324068 hartree
RPA V per electron, N = 54 raw: -0.326900 hartree
RPA V per electron, N = 54 corrected: -0.324065 hartree
Sampling at r_s = 1 bohr, D = 1, N = 12 and 36
Sampling, omega_p/4 predicted: 0.4330 hartree
Sampling, missing T per cell: 0.4110 +- 0.0108 hartree
Sampling, missing V per cell: 0.4379 +- 0.0077 hartree
Slater-Jastrow N = 14, r_s = 1 bohr, smallest k: S0 = 0.7143
Slater-Jastrow, 2 n u_k at smallest k: 0.8716
Slater-Jastrow, S sampled: 0.4604 +- 0.0029
Slater-Jastrow, S from Gaussian closure: 0.4402
```
